# Charge Exchange and the Collisionless Ion Fraction in a Sheath

## A beam at one speed

Let singly charged ions move at constant speed $v$ along $x$ through a gas of their own parent atoms. The atoms are at rest, independently placed, and have uniform number density $n$. In a charge-exchange collision an electron passes from an atom to an ion. The fast ion becomes a fast neutral, and the atom becomes an ion at rest. Here "collisionless" means "without charge exchange"; elastic scattering is added later.

Represent each atom by a disc of area $\sigma$, the charge-exchange cross section. A gas slab of area $A$ and thickness $dx$ contains $nA\,dx$ discs. They cover the share

$$
\frac{(nA\,dx)\sigma}{A}=n\sigma\,dx
$$

of its face, since overlaps enter only at order $dx^2$. This share is the exchange probability in the slab. If $S(x)$ is the fraction that has survived to $x$, then

$$
S(x+dx)=S(x)(1-n\sigma\,dx),\qquad \frac{dS}{dx}=-\frac{S}{L},\qquad L=\frac1{n\sigma}.
$$

Separating variables gives $d\ln S=-dx/L$. With $S(0)=1$, integration to thickness $s$ gives

$$
S=e^{-s/L}. \tag{1}
$$

For $s\ll L$, $S\simeq1-s/L$, the single-collision estimate. At $s=L$, a fraction $1/e$ survives, so the mean free path is not a distance that every ion crosses safely.

## Letting the ion accelerate

A sheath accelerates ions towards the wall, and a faster ion meets more atoms per unit time. Its collision rate is $v/L$, so

$$
\frac{dS}{dt}=-\frac{v(t)}{L}S.
$$

If the ion always moves forward, $dt=dx/v$. Therefore

$$
\frac{dS}{dx}=\frac1v\frac{dS}{dt}=-\frac{S}{L}.
$$

The speed cancels: the faster ion has a higher collision rate but spends less time in each slab. Equation (1) therefore holds for any entry energy and accelerating potential, provided that $s$ and $L$ are fixed and the path is straight and normal to the wall.

A numerical test integrated the equations of motion with $s/L=0.427$ and a potential drop proportional to $x^{4/3}$. Voltages of 50, 200 and 800 V, each with entry energies of 1.5 and 20 eV, all gave $S=0.652$.

If $\sigma$ depends on the ion's kinetic energy $E$, the same slab argument gives

$$
S=\exp\left[-n\int_0^s\sigma(E(x))\,dx\right]. \tag{2}
$$

For contrast, take a constant collision rate $\nu$, which requires $\sigma\propto1/v$. Then $n\sigma\,dx=\nu\,dx/v=\nu\,dt$, and

$$
S=e^{-\nu T},\qquad T=\int_0^s\frac{dx}{v}.
$$

The transit time $T$ now matters. Set the cross section equal to that of the constant-$L$ case at 100 eV, and keep $s$ and the 1.5 eV entry energy fixed. The surviving fraction is then 0.307 at 50 V and 0.688 at 800 V. Energy independence thus comes from constant $L$, not from exponential attenuation alone.

## Following the charge after an exchange

An exchange removes a fast ion but creates a slow one, which the field also drives to the wall. With no ionization in the sheath, the steady ion flux is the same at every $x$. Hence $S$ is also the unexchanged share of the ion flux reaching the wall.

Let $P_N(x)$ be the probability that a charge has undergone $N$ exchanges by $x$. Assume that the same constant $L$ applies to the newly made ions. Gain from $N-1$ and loss to $N+1$ give

$$
\frac{dP_N}{dx}=\frac{P_{N-1}-P_N}{L}.
$$

Put $P_N=e^{-x/L}Q_N$. The loss term cancels, leaving $dQ_N/dx=Q_{N-1}/L$. Since $Q_0=1$ and $Q_N(0)=0$ for $N>0$, repeated integration gives $Q_N=(x/L)^N/N!$. At the wall,

$$
P_N=\frac{(s/L)^N}{N!}e^{-s/L}.
$$

This is a Poisson distribution with mean $s/L$, and $N=0$ recovers (1).

For the last exchange to lie in $dx'$, an exchange must occur there and none may follow. Its probability is

$$
\frac{dx'}{L}e^{-(s-x')/L}. \tag{3}
$$

Integrated from 0 to $s$, this gives $1-e^{-s/L}$, the exchanged share. Let $U(x)$ be the ion's potential-energy drop from the sheath edge to $x$. An ion created at rest at $x'$ reaches the wall with energy $U(s)-U(x')$. An unexchanged ion that entered with energy $E_0$ arrives with $E_0+U(s)$.

## How thick is the sheath?

Equation (1) takes $s$ as given, but in a discharge $s$ depends on voltage. The simplest estimate neglects electrons in the sheath, exchanged ions, and the energy and field at the edge.

Use atomic units, with $\hbar=e=m_e=4\pi\epsilon_0=1$. The ion has charge 1 and mass $M$, and $J$ is the ion current density. Energy conservation gives $v=\sqrt{2U/M}$, and the charge density is $J/v$. The electrostatic potential falls as $U$ rises, so Poisson's equation has a positive sign when written for $U$:

$$
U''=\frac{4\pi J}{v}=\frac{k}{\sqrt U},\qquad k=4\pi J\sqrt{\frac M2}.
$$

Multiply by $U'$. The left side is $(U'^2/2)'$ and the right side is $(2k\sqrt U)'$. With zero field at the edge,

$$
U'^2=4k\sqrt U,\qquad U^{-1/4}U'=2\sqrt k.
$$

A second integration gives $\tfrac43U^{3/4}=2\sqrt k\,x$. Setting $U(s)=V$,

$$
s=\frac{2V^{3/4}}{3\sqrt k},\qquad s^2=\frac{\sqrt{2/M}\,V^{3/2}}{9\pi J},\qquad U=V\left(\frac xs\right)^{4/3}. \tag{4}
$$

At fixed $J$ and $M$, $s\propto V^{3/4}$. Raising the bias therefore lowers the collisionless fraction even when $L$ is constant: the ion crosses more gas.

## A biased wafer

Take a steadily biased wafer in a low-pressure plasma etcher. The model gas has atomic mass 40 u, pressure 20 mTorr, temperature 400 K and $\sigma=40$ Å$^2$. The sheath voltage is 200 V and the ion current density is 0.5 mA/cm$^2$.

The ideal-gas law gives $n=4.83\times10^{14}$ cm$^{-3}$. Since 40 Å$^2$ is $4.0\times10^{-15}$ cm$^2$,

$$
L=\frac1{(4.83\times10^{14})(4.0\times10^{-15})}\ \mathrm{cm}=5.18\ \mathrm{mm},
$$

or $5.18\times10^7$ Å.

In laboratory units $k=(J/\epsilon_0)\sqrt{M/(2e)}$, which is 257 V$^{3/2}$/mm$^2$ here. Equation (4) gives

$$
s=\frac{2(200)^{3/4}}{3\sqrt{257}}\ \mathrm{mm}=2.21\ \mathrm{mm},
$$

or $2.21\times10^7$ Å. Thus $s/L=0.427$ and

$$
S=e^{-0.427}=0.652.
$$

About 65% of the arriving ions have not exchanged charge; 28% have exchanged once.

This was tested by sending 200,000 charges through randomly placed discs, moving each charge to any atom whose disc it struck. The unexchanged fraction was 0.653, with a statistical standard error of about 0.001.

**Arrival energy.** From (4), half the voltage has been dropped at $x_h=2^{-3/4}s=0.595s$. An ion arrives with less than half the bias energy if its last exchange lies beyond $x_h$. The probability of at least one exchange there is

$$
1-e^{-(s-x_h)/L}=1-e^{-0.405\times0.427}=0.159.
$$

So 16% of the ion flux arrives below 100 eV. The remaining exchanged ions, about 19%, arrive between 100 and 200 eV.

**Density is a different measure.** Density is flux divided by speed, so slow ions count more. With the potential in (4), the unexchanged share of the ion density at the wall is

$$
\frac{S/\sqrt{V+E_0}}{S/\sqrt{V+E_0}+\displaystyle\int_0^s\frac{dx'}{L}\frac{e^{-(s-x')/L}}{\sqrt{V-U(x')}}}.
$$

For $E_0=1.5$ eV this is 0.49, against 0.65 of the flux.

**Changing one setting.** If the bias is doubled to 400 V at fixed current density, pressure and temperature, $s$ grows by $2^{3/4}=1.68$ to 3.72 mm. The fraction falls to $e^{-0.718}=0.488$. If instead $s$, temperature and $\sigma$ are held fixed, $L\propto1/p$, where $p$ is the pressure. A fraction of 0.90 then requires

$$
p=20\,\frac{-\ln0.90}{0.427}\ \mathrm{mTorr}=4.9\ \mathrm{mTorr}.
$$

## Restoring entry energy and slow-ion charge

Ions enter a sheath with some directed energy. With $E_0$ included, Poisson's equation becomes $U''=k/\sqrt{E_0+U}$. Multiplication by $U'$ and integration from zero field give

$$
U'^2=4k\left(\sqrt{E_0+U}-\sqrt{E_0}\right).
$$

Define $a=\sqrt{E_0}$ and $w=\sqrt{E_0+U}-a$. Then $dU=2(w+a)\,dw$ and $U'=2\sqrt{kw}$, so

$$
dx=\frac{dU}{U'}=\frac{w+a}{\sqrt{kw}}\,dw,
$$

$$
s=\frac1{\sqrt k}\left(\frac23w_s^{3/2}+2a\,w_s^{1/2}\right),\qquad w_s=\sqrt{E_0+V}-a.
$$

As $E_0\to0$, $w_s\to\sqrt V$ and (4) returns. For $E_0=1.5$ eV, $w_s=12.97$ in units of eV$^{1/2}$, and the thickness is

$$
s=\frac{31.1+8.8}{\sqrt{257}}\ \mathrm{mm}=2.49\ \mathrm{mm}.
$$

Faster ions near the edge carry the same current with less charge density, so more distance is needed to build up the same voltage. At this thickness $S=0.618$.

Exchanged ions act the other way: being slow, they add charge density. Weighting (3), taken at a general position $x$, by inverse speed gives

$$
U''=k\left[\frac{e^{-x/L}}{\sqrt{E_0+U(x)}}+\int_0^x\frac{dx'}L\frac{e^{-(x-x')/L}}{\sqrt{U(x)-U(x')}}\right]. \tag{5}
$$

Numerical solution gives $s=2.39$ mm and $S=0.630$. The slow charge takes back part of the thickening.

Equation (5) has a useful limit at $L\ll s$. Away from the edge the unexchanged term is negligible, and the field $F=U'$ changes little over one mean free path. With $q=x-x'$, $U(x)-U(x')\simeq Fq$, and

$$
\int_0^\infty\frac{dq}{L}\frac{e^{-q/L}}{\sqrt{Fq}}=\frac{\sqrt{\pi L}}{L\sqrt F}=\sqrt{\frac{\pi}{FL}}.
$$

Thus $F^{1/2}F'=k\sqrt{\pi/L}$. Integrating once from zero field gives

$$
F=\left(\frac{3k}{2}\sqrt{\frac{\pi}{L}}\,x\right)^{2/3},
$$

and integrating again gives

$$
V=\frac35\left(\frac{3k}{2}\sqrt{\frac{\pi}{L}}\right)^{2/3}s^{5/3}.
$$

At fixed $J$ and $L$, the thickness now grows as $V^{3/5}$ instead of $V^{3/4}$. With the example's voltage, current and entry energy but $L=0.02$ mm, the numerical solution of (5) agreed with this thickness within the 4% tolerance of the test.

## Other limits of the model

**A falling cross section.** As a rough model of a slowly varying cross section, take

$$
\sigma(E)=40\left[1-0.06\ln\frac{E}{100\ \mathrm{eV}}\right]^2\ \text{Å}^2.
$$

Equation (2), with $s=2.21$ mm held fixed, gives $S=0.591$, 0.633 and 0.677 at 50, 200 and 800 V. Energy independence is then an approximation. At 200 V, the constant value chosen at 100 eV overestimates $S$ by 0.02 relative to this model, because the larger $\sigma$ below 100 eV, which covers more than half of the path, outweighs the smaller $\sigma$ above it.

**Moving gas atoms.** Let an atom have velocity components $u_\parallel$ along the ion's path and $\mathbf u_\perp$ across it. For a fast ion the relative speed is approximately

$$
v-u_\parallel+\frac{u_\perp^2}{2v}.
$$

In a thermal gas $\langle u_\parallel\rangle=0$ and $\langle u_\perp^2\rangle=2k_BT/M$. The collision rate is therefore multiplied by

$$
1+\frac{k_BT}{Mv^2}=1+\frac{k_BT}{2E},\qquad E\gg k_BT.
$$

At 400 K the increase is 1.1% for a 1.5 eV ion and smaller at higher energies. The collisionless fraction changes by only 0.0002. The expansion does not apply to a newly exchanged ion until its energy is well above $k_BT$.

**Elastic scattering.** Independent processes add their probabilities per unit length, so their cross sections add. A rough large-angle elastic cross section of 10 Å$^2$ raises the exponent by the factor $50/40$. The fraction with neither exchange nor such scattering is $e^{-1.25\times0.427}=0.586$.

**Electrons near the edge.** For an electron temperature of 3 eV and ions entering at 1.5 eV, the Debye length at the edge is 0.12 mm. Electrons reduce the net charge there and thicken the sheath. An assumed allowance of three Debye lengths, added to the thickness from (4), lowers $S$ to 0.609. This is a sensitivity estimate, not a solution for the edge layer. Most of it is not even due to electrons, since the entry energy alone adds 0.28 mm, or 2.4 Debye lengths, to (4). With Boltzmann electrons in Poisson's equation and no exchange, this thickness results if the edge is placed where the field is $k_BT_e/e$ per Debye length, $T_e$ being the electron temperature; placing it where the field is 0.3 of that gives 3.0 mm and $S=0.56$. The electron density falls off gradually, so the thickness depends on where the edge is placed, and the allowance may be too small.

Using the 2.39 mm thickness together with the falling cross section and elastic scattering gives 0.543, which is 0.11 below the simple result. This estimate averages $\sigma(E)$ over the potential in (4) and omits the electron allowance. Adding three Debye lengths to the 2.39 mm as well would lower it to 0.495, just below one half, and a larger electron allowance would lower it further. For these inputs, the simple 0.65 is therefore a high estimate, not a two-digit prediction.

## Beside a real etcher

Pressures of a few to some tens of mTorr, biases of tens to hundreds of volts and ion currents of roughly 1 to 10 mA/cm$^2$ are typical of inductively coupled plasma etchers. The example's 0.5 mA/cm$^2$, which implies an ion density of only $1.2\times10^{10}$ cm$^{-3}$ at the sheath edge, lies at the low end. By (4), $s\propto J^{-1/2}$, so at 5 mA/cm$^2$ the sheath is 0.70 mm thick and $S=0.87$. Two of the example's assumptions often fail. First, many processes use gas mixtures. If half the atoms were parent atoms and exchange with the others were negligible, $L$ would double at the same total density, and $S$ would rise from 0.65 to $e^{-0.427/2}=0.81$. Second, the bias is often radio-frequency, and the sheath edge moves. The ion transit time here is 0.16 µs, computed in the potential (4) with 1.5 eV entry energy; in the thicker sheath of (5) it is about 0.20 µs. That is two to three periods at 13.56 MHz. The field therefore changes while an ion crosses, but not often enough to average out as it would over many periods. The cancellation of speed survives if the ion keeps moving forward and its path is measured from a fixed plane, but (4) no longer supplies that distance. A path 30% longer than 2.21 mm would reduce $S$ to $e^{-1.3\times0.427}=0.57$.

In the steady-sheath model, $S$ gives the share of ions that arrive with the full sheath energy. The energy missing from the exchanged ions is carried by fast neutrals moving towards the wall. After one exchange at $x'$, the neutral has energy $E_0+U(x')$ and the new ion gains $U(s)-U(x')$; together they bring $E_0+U(s)$, as an unexchanged ion does. Further exchanges only divide the same total among more particles. If the neutrals lose no energy on the way, $S$ is therefore also the unexchanged ions' share of the energy delivered by ions and neutrals together. The remaining values are listed in the numerical output.

## Computed results

```
Input ion mass: 40.0 u
Input gas pressure: 20.0 mTorr
Input gas temperature: 400.0 K
Input exchange cross section: 40.0 angstrom^2
Input sheath voltage: 200.0 V
Input ion current density: 0.50 mA/cm^2
Input electron temperature: 3.0 eV
Input ion entry energy: 1.50 eV
Gas density: 4.8282e+14 cm^-3
Mean free path L: 5.1779 mm
Mean free path L converted: 5.1779e+07 angstrom
Sheath thickness s: 2.2112 mm
Sheath thickness s converted: 2.2112e+07 angstrom
Mean exchange count s/L: 0.4270
Fraction without exchange: 0.6524
Fraction from random-disc simulation: 0.6528
Probability of exactly one exchange: 0.2786
Flux share arriving below half the bias energy: 0.1590
Unexchanged share of wall ion density: 0.4932
Ion transit time: 0.1606 microseconds
Fixed s, 50 V, constant L: fraction: 0.6524
Fixed s, 50 V, falling sigma: fraction: 0.5913
Fixed s, 50 V, constant rate: fraction: 0.3067
Fixed s, 800 V, constant L: fraction: 0.6524
Fixed s, 800 V, falling sigma: fraction: 0.6769
Fixed s, 800 V, constant rate: fraction: 0.6885
Fixed current, doubled bias: voltage: 400.0 V
Fixed current, doubled bias: thickness: 3.7188 mm
Fixed current, doubled bias: fraction: 0.4876
Pressure for 0.90 fraction at fixed s: 4.934 mTorr
Thickness with entry energy: 2.4923 mm
Fraction with entry-energy thickness: 0.6180
Thickness with entry energy and slow-ion charge: 2.3932 mm
Fraction with that thickness: 0.6299
Input cross-section reference energy: 100.0 eV
Input logarithmic slope: 0.060
Fraction with falling cross section: 0.6328
Thermal collision-rate ratio at entry: 1.01149
Fraction with thermal gas motion: 0.6522
Input elastic cross section: 10.0 angstrom^2
Fraction without exchange or elastic scattering: 0.5864
Combined thickness, sigma(E) and elastic estimate: 0.5429
Electron Debye length at sheath edge: 0.1195 mm
Fraction if 3 Debye lengths are added to Child s: 0.6088
```
